\section*{Can two honeycomb orbitals describe twisted bilayer graphene's flat bands?}

\section{What the honeycomb model assumes}

\textbf{Q.} One valley of twisted bilayer graphene has two flat bands per spin, touching at the two corners $K_M$ and $K'_M$ of the moire zone. Graphene's $\pi$ bands look the same. I therefore put one orbital on each site of a moire honeycomb lattice and fit the hoppings. Surely that captures the flat bands?

\textbf{A.} It depends on what the model must reproduce. How does $C_2T$, a half-turn about the normal combined with time reversal, act on your orbitals?

\textbf{Q.} Locally: it carries each orbital to the opposite site. I keep one valley and one spin. $T$ alone would exchange the valleys, but $C_2T$ does not.

\textbf{A.} Then the form of your Hamiltonian follows. Put the origin at a hexagon centre, so that the sites of cell $\mathbf R$ lie at $\mathbf R\pm\boldsymbol\tau$. Write $\Theta=C_2T$, which is antiunitary and obeys $\Theta^2=1$ on the orbital states. Locality means
\[
\Theta|\mathbf R,A\rangle=e^{i\mu}|{-\mathbf R},B\rangle,\qquad
\Theta|\mathbf R,B\rangle=e^{i\nu}|{-\mathbf R},A\rangle ,
\]
with phases independent of $\mathbf R$ by translation symmetry. Acting twice on $A$ gives the factor $e^{-i\mu}e^{i\nu}$, because $\Theta$ conjugates numbers. It must be 1, so $\mu=\nu$, and absorbing $e^{i\mu}$ into $|B\rangle$ removes both phases. For the Bloch sums $|\mathbf k,s\rangle=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R,s\rangle$,
\[
\Theta|\mathbf k,A\rangle=N^{-1/2}\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}|{-\mathbf R},B\rangle=|\mathbf k,B\rangle .
\]
Since $\langle\Theta a|H|\Theta b\rangle=\langle a|H|b\rangle^*$, we get $H_{BB}=H_{AA}^*=H_{AA}$, while $H_{AB}=H_{BA}^*$ is no new condition. Hence
\begin{equation}
H(\mathbf k)=d_0(\mathbf k)+\begin{pmatrix}0&f(\mathbf k)\\ f^*(\mathbf k)&0\end{pmatrix},\qquad E_\pm=d_0\pm|f| .
\label{form}
\end{equation}
Both $d_0$ and $f$ are periodic, and they are continuous if the hoppings are absolutely summable. The bands touch where $f=0$.

\textbf{Q.} An arbitrary complex $f$ sounds flexible. What can it not do?

\textbf{A.} Give each isolated node $n$ the integer chirality
\[
w_n=\frac1{2\pi}\oint_n d\arg f ,
\]
taken counterclockwise around it. Remove small discs around the nodes from one zone cell, whose edges we shift, if necessary, to avoid nodes. In what remains $\arg f$ has no singularity, so the winding around the outer edge equals $\sum_nw_n$. Opposite edges carry the same values of $f$ and are traversed in opposite directions. They cancel:
\begin{equation}
\sum_n w_n=0 .
\label{zero}
\end{equation}

With nearest-neighbour hopping $t$, for example, $f=t(1+e^{i\kappa_1}+e^{i\kappa_2})$, where $\kappa_j=\mathbf k\cdot\mathbf a_j$. At $(\kappa_1,\kappa_2)=(2\pi/3,4\pi/3)$, with $\omega=e^{2\pi i/3}$, the expansion is $f\simeq it(\omega\,\delta\kappa_1+\omega^2\delta\kappa_2)$. The sign of its winding is that of $\operatorname{Im}(\omega^*\omega^2)=\operatorname{Im}\omega>0$. The other corner exchanges $\omega$ and $\omega^2$ and has the opposite sign.

\textbf{Q.} Could longer hoppings give equal signs?

\textbf{A.} At two chosen nodes, yes, but other nodes must compensate. As a test of (\ref{zero}), eight models were given random complex coefficients for all harmonics $e^{i(m\kappa_1+n\kappa_2)}$ with $m,n=-1,0,1$. A root search found 2, 4, 4, 4, 4, 4, 2 and 6 nodes. The signs, taken from the local derivatives of $f$, summed to zero in each model. A model with four simple nodes thus has two of each sign.

\section{Comparing chirality in the moire bands}

\textbf{Q.} My orbitals supply a basis for $f$. The moire bands come without one. Is their chirality even defined?

\textbf{A.} Its relative sign is, if the flat pair is separated from all other bands. At each $\mathbf k$ choose orthonormal pair states $u_1,u_2$ with $\Theta u_j=u_j$. In this frame the Hamiltonian is real and symmetric, $d_0+a\tau_z+b\tau_x$, with Pauli matrices $\tau$. The combinations
\[
\alpha=\frac{u_1-iu_2}{\sqrt2},\qquad \beta=\frac{u_1+iu_2}{\sqrt2}=\Theta\alpha
\]
play the parts of $A$ and $B$. Indeed,
\[
\langle\alpha|H|\beta\rangle=\tfrac12\left(H_{11}+iH_{12}+iH_{21}-H_{22}\right)=a+ib\equiv f .
\]
A smooth rotation of the frame changes the phase of $f$ smoothly and leaves the winding around a small loop unchanged. A reflection $u_2\to-u_2$ changes $f$ to $f^*$ and reverses all signs. So carry one frame continuously from $K_M$ to $K'_M$ and compare. The answer does not depend on the path if no closed path across the zone reverses the frame, that is, if the pair is orientable.

\textbf{Q.} And which Hamiltonian do you use?

\textbf{A.} The continuum model of one valley. Both layers have the kinetic term $\hbar v\,\boldsymbol\sigma\cdot\mathbf p$, with $\boldsymbol\sigma$ acting on graphene's sublattices. The momenta, measured from each layer's own Dirac point, are $\mathbf k+\mathbf G$ in layer 1 and $\mathbf k+\mathbf G+\mathbf q_1$ in layer 2, where $\mathbf G$ is a moire reciprocal vector. Tunnelling joins $\mathbf p$ in layer 1 to $\mathbf p+\mathbf q_j$ in layer 2 with
\[
T_j=w_0+w_1(\sigma_x\cos\phi_j+\sigma_y\sin\phi_j),\qquad \phi_j=\frac{2\pi(j-1)}3 .
\]
Here $\mathbf q_1=k_\theta(0,-1)$, and $\mathbf q_2,\mathbf q_3$ follow by rotations through $120^\circ$. Thus $K_M$ is at $\mathbf k=0$ and $K'_M$ at $-\mathbf q_1$.

A half-turn followed by conjugation leaves $e^{i\mathbf p\cdot\mathbf r}$ unchanged, so $\Theta=\sigma_x\mathcal K$ for each plane wave, with $\mathcal K$ complex conjugation. Since $\sigma_x\sigma_x^*\sigma_x=\sigma_x$ and $\sigma_x\sigma_y^*\sigma_x=-\sigma_x\sigma_y\sigma_x=\sigma_y$, every term respects it.

\textbf{Q.} So the chiralities agree because both layers contribute the same valley?

\textbf{A.} That suggests the answer, but tunnelling mixes the layers, and the frame must be followed through the mixture. The limit $w_0=0$ makes this possible by hand. All terms then join sublattice $A$ to sublattice $B$:
\begin{equation}
H=\begin{pmatrix}0&D^\dagger(\mathbf k)\\D(\mathbf k)&0\end{pmatrix},\qquad
D(\mathbf k)=D(0)+\hbar v(k_x+ik_y)\mathbf 1 .
\label{chiral}
\end{equation}
The last term has the same sign in both layers because the lower left element of $\boldsymbol\sigma\cdot\mathbf p$ is $p_x+ip_y$ in each.

Because $\sigma_z$ reverses $H$, it exchanges the states at $E$ and $-E$ and maps the flat pair to itself. Within the pair its eigenvalues are $+1$ and $-1$, and by continuity this holds at the nodes too. We may therefore take $\alpha$ entirely on $A$ and $\beta=\Theta\alpha$ entirely on $B$, at every $\mathbf k$. The sublattice label cannot be exchanged along a path, so the pair is orientable.

At a node $\mathbf k_0$ let $\alpha=\varphi$ and $\beta=\chi$, with $D(\mathbf k_0)\varphi=0$ and $\chi^\dagger D(\mathbf k_0)=0$. At $\mathbf k_0+\mathbf q$ the states change by $\delta\varphi,\delta\chi$, and to first order
\begin{align}
f^*=\langle\beta|D|\alpha\rangle
&=\langle\chi|D(\mathbf k_0)|\varphi\rangle+\langle\delta\chi|D(\mathbf k_0)|\varphi\rangle\notag\\
&\quad+\langle\chi|D(\mathbf k_0)|\delta\varphi\rangle+\hbar v(q_x+iq_y)\langle\chi|\varphi\rangle\notag\\
&=\hbar v(q_x+iq_y)\langle\chi|\varphi\rangle .
\label{node}
\end{align}
The first three terms vanish by the two zero-mode conditions. In the scalar product $\chi$ and $\varphi$ are compared component by component, without their sublattice labels. Every node with $\langle\chi|\varphi\rangle\ne0$ has $f\propto q_x-iq_y$, hence the same chirality, $-1$ in this orientation.

\textbf{Q.} Does the overlap have a physical meaning?

\textbf{A.} It is the slowing of the Dirac electrons: $E=\pm\hbar v|\langle\chi|\varphi\rangle||\mathbf q|$. For the parameters below, but with $w_0=0$, the overlap is 0.0813 at both corners. The slopes of the diagonalized bands also give 0.0813.

\section{Away from the special limit}

\textbf{Q.} In the real material $w_0$ is not zero. Could the signs change?

\textbf{A.} As $w_0$ grows continuously, an integer winding at a corner can change only if another node reaches that corner or the pair meets a remote band. I take rough typical values: lattice constant $a=0.246$ nm, $\hbar v=0.60$ eV\,nm, $w_1=110$ meV and a twist $\theta=1.15^\circ$. Then
\begin{align*}
k_\theta&=\frac{8\pi}{3a}\sin\frac\theta2=0.3418\ \mathrm{nm^{-1}},&
L&=\frac a{2\sin(\theta/2)}=12.26\ \mathrm{nm},\\
\frac{w_1}{\hbar vk_\theta}&=\frac{0.110}{0.60\times0.3418}=0.536 .
\end{align*}
With these held fixed, $w_0/w_1=0,\,0.3,\,0.6,\,0.8$ gives smallest sampled remote gaps of 104, 89, 56 and 29 meV. Frame transport gives equal chirality at all four ratios. The last case, $w_0=88$ meV, is our example; its flat pair spans 20.3 meV.

\textbf{Q.} Are the corner nodes still there, and are there others?

\textbf{A.} Threefold rotation $C_3$ commutes with $\Theta$. If $C_3\psi=\omega\psi$ at a corner, then $C_3\Theta\psi=\Theta\omega\psi=\omega^*\Theta\psi$. The two states are orthogonal and share their energy. The computed splittings are below 0.001 $\mu$eV at $K_M$ and 1.4 $\mu$eV at $K'_M$. The latter is within the effect of the finite plane-wave set, whose enlargement moves the levels examined by up to 2.8 $\mu$eV.

To look for others, follow the real lower state around each cell of an $18\times18$ grid: it returns with reversed sign if the cell holds an odd number of simple nodes. Two cells do, those centred on $K_M$ and $K'_M$. A close pair of nodes inside one cell would escape this count.

\textbf{Q.} But $H$ is periodic here as well. Why does your proof of zero total chirality not apply?

\textbf{A.} Because $\alpha$ need not be periodic. Let $s_1,s_2\in[0,1]$ run across the zone. One can choose $\alpha$ smooth and periodic in $s_2$, with a phase left over in the other direction:
\[
\alpha(1,s_2)=e^{i\eta(s_2)}\alpha(0,s_2),\qquad \eta(1)-\eta(0)=2\pi n .
\]
States at the two ends are identified by relabelling $\mathbf G$. With $\mathcal A_j=i\langle\alpha|\partial_j\alpha\rangle$, the phase gives $\mathcal A_2(1,s_2)=\mathcal A_2(0,s_2)-\eta'(s_2)$. The Chern number of $\alpha$ is the circulation of $\mathcal A$ around the cell divided by $2\pi$:
\[
C_\alpha=\frac1{2\pi}\int_0^1ds_2\,[\mathcal A_2(1,s_2)-\mathcal A_2(0,s_2)]=-n .
\]
Since $\beta=\Theta\alpha$ acquires $e^{-i\eta}$, both factors in $f=\langle\alpha|H|\beta\rangle$ contribute $e^{-i\eta}$, so $f(1,s_2)=e^{-2i\eta}f(0,s_2)$. The edges no longer cancel:
\begin{equation}
\sum_nw_n=\frac{-2[\eta(1)-\eta(0)]}{2\pi}=-2n=2C_\alpha .
\label{euler}
\end{equation}
The modulus $|C_\alpha|$ is the modulus of the Euler number of the real pair. In your model $\alpha=|\mathbf k,A\rangle$ is smooth and periodic, so it is zero. In the moire pair the two equal nodes require it to be one. A separate calculation, which follows the rotation of a real frame carried across the zone, gives one at all four ratios. No two-orbital basis with local $C_2T$ can span this pair.

\section{What a good fit leaves out}

\textbf{Q.} Yet I can fit the energies very well. Is that an accident?

\textbf{A.} No. Let $g(\mathbf k)\ge0$ be half the splitting of the moire bands and $f_0$ the nearest-neighbour function, with $\mathbf k$ now measured from the zone centre. Both vanish at the two corners. Set $f=g f_0/|f_0|$, and $f=0$ at the corners. This is continuous and periodic, and $|f|=g$. Averaged partial Fourier sums approach a continuous periodic function uniformly, so finite-range hoppings reproduce $g$ as closely as desired. The same holds for the mean energy $d_0$. On a small fixed loop around each corner $|f|$ is bounded away from zero, so a close enough fit keeps the winding of $f_0$ there, hence opposite chiralities. Energies alone do not reveal the fault.

\textbf{Q.} Then what would?

\textbf{A.} The response to a sublattice mass $m\sigma_z$, equal in both layers. It breaks $C_2T$, since $\Theta\sigma_z\Theta^{-1}=-\sigma_z$. Therefore
\[
\langle\alpha|\sigma_z|\beta\rangle=\langle\Theta\beta|\sigma_z|\Theta\alpha\rangle=-\langle\beta|\sigma_z|\alpha\rangle^*=-\langle\alpha|\sigma_z|\beta\rangle=0 .
\]
The diagonal elements are $s$ and $-s$, with $s=\langle\alpha|\sigma_z|\alpha\rangle$. For small $m$ the pair is described by
\[
h=d_0+\begin{pmatrix}ms&f\\f^*&-ms\end{pmatrix},\qquad E_+-E_-=2\sqrt{m^2s^2+|f|^2} .
\]
If $s$ has one sign throughout the zone, $f$ can be reduced to zero without closing this gap. The bands become $\alpha$ and $\beta$, with Chern numbers $C_\alpha$ and $-C_\alpha$. At $w_0=0$, $s=1$ everywhere; in the example it stays between about 0.33 and 0.75 on an $18\times18$ grid. For the full example with $m=5$ meV, the numbers computed directly from the bands have modulus one and opposite signs.

In the nearest-neighbour honeycomb with mass $0.3t$ on its own two sites they are 0 and 0. A honeycomb mass that changes sign across the zone is outside this comparison.

The gap opened at $K_M$ is 3.4 meV, not $2m=10$ meV. To first order in $m$ this means $|s|\simeq3.41/10=0.34$ there: with $w_0$ present, $\alpha$ is no longer confined to one graphene sublattice.

\textbf{Q.} Must I abandon two orbitals altogether?

\textbf{A.} Not if you abandon local $C_2T$. The frame $(\alpha,\beta)$ is joined across the zone by $\operatorname{diag}(e^{i\eta},e^{-i\eta})$, a closed loop of matrices with determinant 1. Such a loop can be shrunk to a point in $SU(2)$, so mixing $\alpha$ and $\beta$ yields a smooth periodic frame. Its Fourier transforms are two orbitals per cell that decay faster than any power of distance. The mixing spoils the relation $\beta=\Theta\alpha$. If that relation is kept, the matrices are confined to rotations of a real frame, where the winding cannot be removed. $C_2T$ remains a symmetry, but it no longer sends each orbital to a single orbital.

The argument also says nothing against models with more orbitals. It fails if the flat pair meets remote bands, if valleys mix, or if $C_2T$ is broken.

\section{Real devices}

\textbf{Q.} How close is a device to these conditions?

\textbf{A.} A twist near $1.1^\circ$ and tunnelling near 100 meV are roughly the regime of flat-band devices, but the flat width depends strongly on the angle: at $1.10^\circ$, with the other parameters unchanged, it is only about 7 meV on a coarse grid. Strain is one departure. A difference of 0.2\% between the layers, included through its gauge potential but without distorting the moire cell, enters with 15.2 meV. For three directions of this potential, with the extrema refined between grid points, the width changes from 20.3 meV to between 21.8 and 24.5 meV, and a remote gap of 27.4 to 28.3 meV remains. The grid alone gives 22.9 and 28.0 meV for the direction whose refined values are 23.4 and 27.7 meV. These figures are not predictions for a strained device: the strain is a tenth of the twist angle in radians, so the omitted distortion of the cell is also of order 10\%. Including it for uniaxial strain along a few axes gives widths of 24 to 26 meV and lowers the remote gap to 22--23 meV. Strain breaks $C_3$, so the nodes leave the corners, but the Euler number keeps modulus one as long as the remote gap stays open. Rotating the layers' Pauli matrices by the relative twist changes the sampled gap from 29.1 to 28.4 meV (28.9 to 28.1 meV when the minimum is refined between grid points), again with modulus one.

Trigonal warping of graphene's cones, about 2.5 meV at $k_\theta$, is left out of the bands. An aligned boron nitride substrate breaks $C_2T$; the 5 meV mass above is a rough model of it, although a substrate on one side acts mainly on the nearer layer. Each graphene valley lies $49.8\,k_\theta$ from the zone centre, which supports neglecting valley mixing for a smooth moire potential, but not near atomic-scale defects.

Electron repulsion is a serious omission. With relative permittivity 10 its scale at distance $L$ is about 12 meV, or roughly 0.6 of the flat width in the example and more than the whole width at $1.10^\circ$, against a thermal energy of 0.34 meV at 4 K. The bands here are single-particle bands, and the interacting ground state may break $C_2T$ by itself. A two-orbital model meant as the starting point for that problem must still carry the correct symmetry action, which an energy fit does not supply. The remaining figures are in the numerical output.

\section*{Computed values}
\begin{verbatim}
graphene lattice constant: 0.246 nm; hbar v: 0.60 eV nm
twist: 1.15 deg; w1: 110 meV; w0: 88 meV
moire period: 12.26 nm; Dirac-point distance: 0.3418 1/nm
w1/(hbar v k_theta): 0.536
random honeycomb models, number of nodes: [2, 4, 4, 4, 4, 4, 2, 6]
largest |total chirality| among them: 0 required, test passed
nearest-neighbour honeycomb, relative windings at K, K': (1, -1)
chiral limit K_M: v*/v overlap 0.0813, bands 0.0813
chiral limit K'_M: v*/v overlap 0.0813, bands 0.0813
w0/w1 0.0: width 27.12 meV, remote gap 104.15 meV, windings (1, 1), |Euler| 1
w0/w1 0.3: width 26.20 meV, remote gap 89.09 meV, windings (1, 1), |Euler| 1
w0/w1 0.6: width 23.36 meV, remote gap 55.51 meV, windings (1, 1), |Euler| 1
w0/w1 0.8: width 20.29 meV, remote gap 29.14 meV, windings (1, 1), |Euler| 1
flat-pair nodes found on 18x18 grid: 2
node positions in reciprocal-vector fractions: [(0.0, 0.0), (0.3333, 0.3333)]
splitting at K_M: 0.000 micro-eV
splitting at K'_M: 1.389 micro-eV
basis size 158 -> 284: largest level change 2.78 micro-eV
sublattice mass 5 meV: flat-band Chern numbers [-1, 1]
  gap opened at K_M: 3.41 meV
honeycomb with mass 0.3 t: Chern numbers [0, 0]
with rotated Pauli matrices: width 20.29 meV, remote gap 28.44 meV, |Euler| 1
heterostrain 0.2 %: hbar v A = 15.2 meV, width 22.88 meV, remote gap 28.02 meV
  |Euler| with this strain: 1
trigonal warping at k_theta: 2.49 meV
Coulomb scale, permittivity 10: 11.75 meV; ratio to flat width: 0.58
thermal energy at 4 K: 0.345 meV
valley wave number / k_theta: 49.8
\end{verbatim}
